# Cost of adaptive and uniform Brillouin-zone integration at small broadening, part 1

(Sections cited here and not found follow in the second part.)

## Adaptive and uniform Brillouin-zone integration at small broadening

For a tight-binding band on the square lattice with hopping $t$, the spectral function at $\omega=-t$ and broadening $\eta=10^{-4}t$ is $A=0.14191/t$. To reach an error below $10^{-5}/t$ in the Green function, a uniform grid needs $3.5\times10^{9}$ evaluations of the integrand (using only the symmetry $k_i\to-k_i$; half as many if the exchange $k_x\leftrightarrow k_y$ is used as well), and nested adaptive Gauss rules given that tolerance use $75\,745$ (and deliver an error of $9\times10^{-8}/t$). At $\eta=10^{-2}t$ the counts are $6.3\times10^{5}$ and $26\,445$, and at $\eta=0.1t$ the uniform grid is the cheaper method. A hundredfold reduction of $\eta$ thus multiplies one cost by about $5500$ and the other by $2.9$. Both growth laws follow from the position of the poles of the integrand in complex $k$, and the value of $\eta$ at which the costs are equal follows from these laws once the constants of the adaptive cost are fitted to actual counts.

### The integral and the measure of cost

The quantity is
$$G(z)=\int\frac{d^dk}{(2\pi)^d}\,\frac{1}{z-\varepsilon(\mathbf k)},\qquad z=\omega+i\eta,\qquad A=-\frac1\pi\,\mathrm{Im}\,G,$$
over the zone $[0,2\pi)^d$, with $\eta>0$ constant and $\varepsilon=-2t\sum_i\cos k_i$ in $d=1,2,3$. Energies are in units of $t$, so $t=1$ in formulas. The tolerance $\tau$ is an absolute one on the complex $G$, which implies $|\Delta A|\le\tau/\pi$. Cost means the number of evaluations of the integrand at one frequency. The integrand is even in each $k_i$, and both methods use this: the adaptive method integrates $\prod_i dk_i/\pi$ over $[0,\pi]^d$, and the grid $k_i=2\pi j/N$ has only $\lfloor N/2\rfloor+1$ distinct points per axis, because $j$ and $N-j$ give the same value.

### Error of the uniform grid

Define the real-space Green function $G(\mathbf R)=\int\frac{d^dk}{(2\pi)^d}e^{i\mathbf k\cdot\mathbf R}/(z-\varepsilon)$ for integer vectors $\mathbf R$. These are the Fourier coefficients of the integrand, $1/(z-\varepsilon)=\sum_{\mathbf R}G(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$. The grid average of $e^{-ik_iR_i}$ is a geometric sum, equal to 1 if $N$ divides $R_i$ and to 0 otherwise. The grid average $G_N$ (the periodic trapezoidal rule, PTR) therefore obeys
$$G_N-G=\sum_{\mathbf m\neq0}G(N\mathbf m).$$
The error is the amplitude to propagate once or more around a periodic box of side $N$.

In one dimension let $w$ be the complex energy, $\mathrm{Im}\,w>0$, and $\zeta=e^{ik}$, so $dk/2\pi=d\zeta/(2\pi i\zeta)$. For $m\ge0$,
$$G(m)=\oint\frac{d\zeta}{2\pi i}\frac{\zeta^{m-1}}{w+\zeta+1/\zeta}=\oint\frac{d\zeta}{2\pi i}\frac{\zeta^{m}}{\zeta^2+w\zeta+1}.$$
The roots have product 1. Call them $q$ and $1/q$ with $q=e^{ik^*}$, $-2\cos k^*=w$ and $\mathrm{Im}\,k^*>0$. With $k^*=\theta+i\gamma$ the imaginary part of this condition reads $2\sin\theta\sinh\gamma=\mathrm{Im}\,w>0$, so $\gamma\neq0$ and $0<\theta<\pi$. Only $q$ lies inside the unit circle, and its residue gives
$$G(m)=\frac{q^{m}}{q-1/q}=\frac{-i\,e^{ik^*m}}{2\sin k^*}\equiv g(w)\,q^{m}.$$
Since $(q-1/q)^2=(q+1/q)^2-4=w^2-4$, one has $g=1/(\sqrt{w-2}\sqrt{w+2})$, where principal roots give $g\to1/w$ at large $w$. Evenness gives $G(-m)=G(m)$, and the image sum is geometric:
$$G_N=g\Big(1+2\sum_{m\ge1}q^{Nm}\Big)=g\,\frac{1+q^N}{1-q^N}.$$
The error falls as $e^{-N\gamma}$. Inside the band, expanding $\varepsilon(k_0+\delta k)=\omega+v\,\delta k$ with $v=2\sin k_0$ gives $\delta k=i\eta/v$ and $\gamma\simeq\eta/v$ to first order in $\eta$. At the band edge $v=0$, and $-2\cos k\simeq-2+k^2$ gives $k^{*2}=i\eta$, $k^*=\sqrt\eta\,e^{i\pi/4}$ and $\gamma=\sqrt{\eta/2}$, so there $N$ grows only as $\eta^{-1/2}$. Direct grid sums confirm both rates: $0.005772$ against $\eta/v=0.005774$ at $\omega=-1$, $\eta=10^{-2}$, and $0.007072$ against $0.007071$ at the edge for $\eta=10^{-4}$.

For $d>1$ let $k_\parallel$ be the component along $\mathbf R$, $R=|\mathbf R|$, and $\mathbf k_\perp$ the rest. A line along a lattice direction closes on itself in the zone, so the $k_\parallel$ contour can be moved upward, where $e^{iRk_\parallel}$ decays, and the vertical sides cancel. It crosses the poles $k_\parallel(\mathbf k_\perp)$ with $v_\parallel>0$, since $\delta k_\parallel=i\eta/v_\parallel$. Near a pole $z-\varepsilon\simeq-v_\parallel(k-k_\parallel)$, so each gives $2\pi i(-1/v_\parallel)e^{iRk_\parallel}/2\pi=-ie^{iRk_\parallel}/v_\parallel$. For large $R$ the remaining integral is dominated by points where the phase is stationary. Differentiating $\varepsilon=z$ gives $\partial k_\parallel/\partial\mathbf k_\perp=-\mathbf v_\perp/v_\parallel$, which vanishes where the velocity is parallel to $\mathbf R$. Call such a point $\mathbf k^*$, with speed $v$, and let $\lambda_j$ be the eigenvalues of the Hessian of $\varepsilon$ restricted to the transverse directions. Constancy of $\varepsilon$ requires $v\,\delta k_\parallel+\frac12\sum_j\lambda_jk_j^2=0$, that is $\delta k_\parallel=-\frac12\sum_j\kappa_jk_j^2$ with curvatures $\kappa_j=\lambda_j/v$. Each direction contributes $\int\frac{dk}{2\pi}e^{-iR\kappa k^2/2}=\frac1{2\pi}\sqrt{2\pi/(iR\kappa)}=(2\pi i\kappa R)^{-1/2}$. To leading order in $1/R$,
$$G(\mathbf R)\simeq\sum_{\mathbf k^*}\frac{-i\,e^{i\mathbf k^*\cdot\mathbf R}}{v}\prod_{j=1}^{d-1}(2\pi i\kappa_jR)^{-1/2}.$$
This needs $v\ne0$ and $\kappa_j\neq0$. It fails at van Hove energies, for example at $\omega=0$ on the square lattice, where the contour is flat.

The magnitude decays as $e^{-\eta N|\mathbf m|/v}$ to first order in $\eta$. Because $\mathbf v\parallel\mathbf m$, the ratio $|\mathbf m|/v$ equals $m_i/v_i$ for any nonzero component, and $|v_i|\le2$. The rate per unit $N$ is thus at least $\eta\max_i|m_i|/2$. Images with a component of size 2 or more decay at least as $e^{-\eta N}$, while at $\omega=-1$, as found next, the slowest images in $\{0,\pm1\}^d$ decay at little more than half that rate, so there, for $\eta N\gg1$, the latter suffice.

At $\omega=-1$ the stationary points follow from $v_i=2\sin k_i$, with a diagonal Hessian of entries $2\cos k_i$. A zero component of $\mathbf m$ forces $k_i=0$ or $\pi$, and equal components force equal sines. In $d=2$ the axial image has $k_y=0$, $\cos k_x=-1/2$, rate $\eta/\sqrt3=0.577\eta$ and $\lambda=2$; the choice $k_y=\pi$ needs $\cos k_x=3/2$ and is evanescent. The diagonal image has $k_x=k_y$, $\cos k=1/4$, rate $2\eta/\sqrt{15}=0.516\eta$ and $\lambda=1/2$. It is farther away and yet decays more slowly, because the velocity component is larger there. In $d=3$ the rates in units of $\eta$ are $0.577$ for $(100)$, $0.516$ and $0.756$ for $(110)$ with $k_z=0$ and $\pi$, and $0.507$ for $(111)$ with $\cos k=1/6$. The $(111)$ images have further stationary points $(k,k,\pi-k)$ and permutations, where $\varepsilon=-2\cos k$, $\cos k=c=1/2$ and the rate is $0.577$. The Hessian there is $\mathrm{diag}(2c,2c,-2c)$; it gives $2c$ on $(1,-1,0)/\sqrt2$ and $(2c+2c-8c)/6=-2c/3$ on $(1,1,-2)/\sqrt6$, with no cross term.

The terms oscillate with $N$, so the required $N$ is defined by the envelope, the sum of their magnitudes, being equal to $\tau$. At $\eta=0.04$, $\tau=10^{-5}$ the complex sum reproduces the true error to $0.01\%$, $0.13\%$ and $2.5\%$ of the envelope in $d=1,2,3$. Omitting the diagonal images in $d=2$ or the mixed points in $d=3$ raises the deviation to $81\%$ and $29\%$ of the envelope. The envelope gives $N=505,429,359$, and the smallest $N$ beyond which the true error stays under $\tau$ in the scanned range is $505,421,351$.

If one term with rate $\eta/u$ dominates ($u$ is its velocity component), the envelope is $CN^{-(d-1)/2}e^{-\eta N/u}$, and taking logarithms gives
$$N=\frac u\eta\Big[\ln\frac C\tau-\frac{d-1}2\ln N\Big].$$
The cost is $\eta^{-d}$ times the $d$-th power of a slowly varying bracket, as long as $\eta N\gg1$.

### The adaptive rule and its cost for one pole

The one-dimensional routine keeps a list of panels, at first only $[0,\pi]$. For a panel of width $h$ it holds the $p$-point Gauss–Legendre value $Q$, computes the sum $S$ of the same rule on the two halves, and accepts $S$ if $|S-Q|\le\tau$. Otherwise both halves enter the list with their values already known. Iterated adaptive integration (IAI) applies this to $k_d$, obtains the integrand at each node by applying it to $k_{d-1}$, and so on down to $k_1$, with the same $\tau$ at each level. The first rule costs $p$ nodes and each test $2p$. The tested panels are the root and two children of every rejected panel, so
$$n=p+2p\,(1+2n_{\rm rej}).$$

Near the pole $1/(z-\varepsilon)\simeq(1/v)/(k^*-k)$. Mapping the panel to $u\in[-1,1]$ turns $\int dk/\pi$ of this into $\frac1{\pi v}\int du/(x-u)$, where $x$ is the image of $k^*$; the width cancels. With the Legendre polynomial $P_p$, whose zeros are the nodes, write
$$\frac1{x-u}=\frac{P_p(x)-P_p(u)}{P_p(x)(x-u)}+\frac{P_p(u)}{P_p(x)(x-u)}.$$
The first term is a polynomial of degree $p-1$ in $u$ and is integrated exactly. The second vanishes at the nodes, so its integral is the whole error (exact value minus rule):
$$E(x)=\frac{2Q_p(x)}{P_p(x)},\qquad Q_p(x)=\frac12\int_{-1}^1\frac{P_p(u)}{x-u}\,du.$$
In $1/(x-u)=\sum_nu^n/x^{n+1}$ the powers below $p$ are orthogonal to $P_p$, so $Q_p\sim x^{-p-1}$ and $E\sim x^{-(2p+1)}$ at large $|x|$. The half nearer the pole, $u=(u'+1)/2$, gives $du/(x-u)=du'/(2x-1-u')$, and the other half gives $2x+1$ in the same way. The exact integral cancels in the difference:
$$S-Q=\frac{E(x)-E(2x-1)-E(2x+1)}{\pi v}.$$
For a distant pole the error of the accepted value $S$ is $2E(2x)\approx2^{-2p}E(x)$, far below the tested difference, so the method tends to deliver more accuracy than $\tau$ asks for. This is a property of the pole model and not a guarantee.

For $\eta/v\ll h\ll1$ the pole is practically real, and a panel whose nearer end is a distance $X$ from it has $x=1+2X/h$. Assume that the difference falls monotonically with $x$ and that the panel containing the pole is always rejected. Then a panel is rejected when $X<Dh$, where $x_c=1+2D$ solves $|S-Q|=\tau$. Such a panel is indeed tested, since its parent has $X<Dh<D\cdot2h$ and was rejected. The number of panels of width $h$ that meet an interval of length $2Dh$ centred on the pole is $1+2D$ on average over the pole position, and $D$ is the same at every level. Refinement ends when $h$ is of order $\eta/v$, because $\mathrm{Im}\,x=2\eta/(vh)$ then makes $E$ small. The number of levels is $\log_2(1/\eta)$ plus a constant, and each costs $4p(1+2D)$:
$$n_1=a+b\ln\frac1\eta,\qquad b=\frac{4p\,(1+2D)}{\ln2}.$$
For $p=5$, $\tau=10^{-5}$ and $v=1.7321$ the root is $x_c=1.6075$, $D=0.3038$, and $b=20\times1.6075/\ln2=46.4$. The algorithm, averaged over frequencies in $[-1.1,-0.9]$, uses $357.0$, $573.4$ and $785.3$ evaluations at $\eta=10^{-3},10^{-5},10^{-7}$, with slopes $47.0$ and $46.0$.

### Conditions for the logarithm

The logarithm rests on the scale invariance of the test, and four things can spoil it or the result.

A tolerance shared out by length, $|S-Q|\le\tau h/\pi$, breaks the invariance. With $|S-Q|\sim(h/X)^{2p+1}$ it demands $(h/X)^{2p}\lesssim\tau X$, so each octave of $X$ holds about $X/h\sim(\tau X)^{-1/2p}$ panels. The sum over octaves is geometric and is dominated by $X\sim\eta$, which gives $n=A_0+B\eta^{-1/2p}$. For a law $A_0+B\eta^{-\beta}$, successive increments over equal factors $F$ in $1/\eta$ are in the ratio $F^\beta$, whereas a logarithm gives ratio 1. For $p=2$, $\tau=10^{-4}$, $F=10$ the measured ratios are $1.780$ for the scaled tolerance, against $10^{1/4}=1.778$, and $1.036$ for the per-panel one.

A vanishing velocity also breaks it. At the edge the integrand is $1/(i\eta-k^2)\simeq-1/k^2$ for $k\gg\sqrt\eta$. This is the derivative of a simple pole with respect to its position, so the panel error is the derivative of $(h/k)^{2p+1}$, of order $(h/k)^{2p+1}/k$. An octave holds $(\tau k)^{-1/(2p+1)}$ panels, and $k$ runs down to $\sqrt\eta$, so the cost has a term $\eta^{-1/(4p+2)}$. For $p=2$ and $F=100$ the measured ratio is $1.587$ against $10^{1/5}=1.585$. For $p=5$ the exponent is only $1/22$.

The rule must see the complex integrand. The imaginary part alone is $-\eta/(v^2X^2+\eta^2)$, and on nodes at distances of order $h$ it contributes about $\eta/(v^2h)$ to $S-Q$. For $\eta\ll\tau$ the root panel is accepted, unless a node happens to lie within a distance of order $\sqrt{\eta/\tau}/v$ of the pole, and the peak is lost: at $\eta=10^{-9}$ the result is $-2.7\times10^{-9}$ in place of $-0.577350$. The real part, with its $1/X$ tail, is what leads the refinement to the peak.

Even the complex test can accept a panel that contains the pole. Then $S-Q$ is a rational function of $x$, real for real $x$, with poles at the nodes and zeros between them: the $2p$ nodes of $S$ leave at least $p-1$ gaps that contain no node of $Q$, and residues of equal sign force a zero in each such gap. Near a simple zero, the displacement $\mathrm{Im}\,x=2\eta/(vh)$ leaves an imaginary part proportional to $\eta/h$, so false acceptance requires $\eta/h\lesssim\tau$ as well as a pole close to a zero. The function is odd in $x$, so for even $p$ the midpoint is a zero, while for odd $p$ it is a node and hence a pole. At $\omega=0$, $\eta=10^{-9}$ the pole sits at $\pi/2$: $p=6$ returns $\mathrm{Im}\,G=-8.6\times10^{-9}$ and $p=5$ the correct $-0.500000$. Odd $p$ removes only this symmetric case: for $p=5$, at the frequency near $\omega=-1.294$ where the difference for the root panel vanishes, the peak is lost for $\eta$ up to about $2\times10^{-6}$.

The uniform grid's cost thus grows as $\eta^{-d}$, up to a slowly varying factor, away from band edges and van Hove energies, while the one-dimensional adaptive cost grows only as $\ln(1/\eta)$ under the conditions just listed. It remains to extend the adaptive estimate to nested integrals in $d=2,3$ and to find the broadening at which the two costs are equal.
